The Bloch-Redfield tensor from the Born and Markov steps

Q: You want an equation of motion for a small system alone, although it is coupled to a bath. One could start by saying that the total state stays a product. An interaction creates correlations, so why should I accept that?

A: You should not, and it is not needed. Set ħ = 1 and write

H = H_S + H_B + λV, V = Σ_α A_α ⊗ B_α,

with Hermitian A_α on the system and B_α on the bath. Let W be the total state and ρ = Tr_B W. Choose a stationary bath state ρ_B and define

𝒫X = (Tr_B X) ⊗ ρ_B, 𝒬 = 1 − 𝒫.

Then 𝒫W = ρ ⊗ ρ_B holds what we want to follow, and 𝒬W holds everything else, including the correlations. It is kept and solved for. I assume a product only at the start, so that 𝒬W(0) = 0.

Q: Then solve for it.

A: Write dW/dt = LW with L = L_S + L_B + λL_V, where L_S X = −i[H_S, X], L_B X = −i[H_B, X] and L_V X = −i[V, X]. Two facts simplify the projected equations.

First, 𝒫 commutes with L₀ = L_S + L_B, because Tr_B L_B X = 0, L_B ρ_B = 0, and L_S does not touch the bath. Hence 𝒫L₀𝒬 = 𝒬L₀𝒫 = 0.

Second,

Tr_B L_V(ρ ⊗ ρ_B) = −i Σ_α [A_α, ρ] Tr(B_α ρ_B),

which vanishes if the bath means are zero. If they are not, move λ Σ_α ⟨B_α⟩A_α into H_S and subtract ⟨B_α⟩ from B_α. So 𝒫L_V𝒫 = 0, and

d𝒫W/dt = L_S 𝒫W + λ𝒫L_V 𝒬W,

d𝒬W/dt = 𝒬L𝒬 𝒬W + λL_V 𝒫W.

The second equation is linear with a source. With 𝒬W(0) = 0 its solution is

𝒬W(t) = λ ∫₀ᵗ ds e^{𝒬L𝒬s} L_V 𝒫W(t−s).

Insert this in the first equation and trace over the bath:

dρ/dt = L_S ρ + λ² ∫₀ᵗ ds Tr_B L_V e^{𝒬L𝒬s} L_V [ρ(t−s) ⊗ ρ_B].

Nothing has been approximated yet. The correlations are of order λ, and their action back on the system gives the λ² term.

Q: The exponential still contains the full interaction. What does the Born step do to it?

A: It drops λ𝒬L_V𝒬 from the exponent. On the 𝒬 part the propagator becomes e^{L₀s}, and the kernel is correct to order λ². The first omitted term has order λ³ and contains three bath operators. It vanishes when odd bath correlations vanish, as for operators linear in oscillator coordinates and a Gaussian state. The next error is then of order λ⁴; for a general bath it can be λ³.

Q: The equation still needs the past state ρ(t−s). If the bath memory is short, I would put ρ(t) there.

A: That would be wrong already at order λ². The state turns under H_S during the memory time, and this turning need not be small. Populations do not turn, so the rates between them would survive, but the terms acting on coherences would be evaluated at the wrong frequencies. What changes slowly is ρ_I(t) = e^{−L_S t}ρ(t), whose derivative is of order λ². Therefore

ρ(t−s) = e^{L_S(t−s)} ρ_I(t−s) = e^{−L_S s} ρ(t) + O(λ²s).

The Markov step keeps the first term. Since the kernel carries λ² already, the generator changes at order λ⁴, provided that s times the bath correlation function is integrable.

The second part of the step extends the upper limit from t to ∞. If C(s) stands for a bath correlation function, the piece wrongly added at time t is bounded by a constant times λ² ∫ₜ^∞ ds |C(s)|. Summed over all times, this gives

λ² ∫₀^∞ dt ∫ₜ^∞ ds |C(s)| = λ² ∫₀^∞ ds s|C(s)|.

So the generator is wrong during the first memory time, and the state keeps an offset of order λ² from it until relaxation removes the offset.

Q: Now the bath trace. Please keep the operator order visible.

A: Put σ = e^{−L_S s}ρ(t). The inner commutator is

L_V(σ ⊗ ρ_B) = −i Σ_β (A_β σ ⊗ B_β ρ_B − σA_β ⊗ ρ_B B_β).

Propagation by e^{L_S s} turns the system factors into

e^{L_S s}(A_β σ) = A_β(−s)ρ, e^{L_S s}(σA_β) = ρA_β(−s),

A_β(−s) = e^{−iH_S s} A_β e^{iH_S s}.

The bath factors enter through

C_αβ(s) = Tr[B_α e^{L_B s}(B_β ρ_B)] = ⟨B_α(s)B_β(0)⟩.

For the other order, ρ_B B_β is the adjoint of B_β ρ_B, and e^{L_B s} preserves adjoints, so

Tr[B_α e^{L_B s}(ρ_B B_β)] = C_αβ(s)*.

The outer commutator with A_α ⊗ B_α, traced over the bath, leaves [A_α, ·] times these numbers. The two factors −i multiply to −1. With

Λ_α = Σ_β ∫₀^∞ ds C_αβ(s) A_β(−s)

the result is

dρ/dt = −i[H_S, ρ] − λ² Σ_α [A_α, Λ_α ρ − ρΛ_α†].

Q: Where do the half-sided Fourier transforms come in?

A: When we take matrix elements in the eigenbasis of H_S. Let ω_ab = E_a − E_b. Then A_β(−s) has elements A^β_ab e^{−iω_ab s} = A^β_ab e^{iω_ba s}. Define

Γ_αβ(ω) = ∫₀^∞ ds e^{iωs} C_αβ(s).

It follows that

(Λ_α)_ab = Σ_β A^β_ab Γ_αβ(ω_ba).

The argument is the energy the system gives up in going from b to a. The integral starts at zero because the bath responds only to the system's past.

Q: Expand the double commutator, term by term.

A: Each line is a coefficient of ρ_cd in dρ_ab/dt, summed over α and with λ² taken out:

−A_αΛ_αρ: −δ_bd Σ_n A^α_an (Λ_α)_nc

+A_αρΛ_α†: A^α_ac (Λ_α†)_db

+Λ_αρA_α: (Λ_α)_ac A^α_db

−ρΛ_α†A_α: −δ_ac Σ_n (Λ_α†)_dn A^α_nb

Two abbreviations cover all four:

Γ⁺_abcd = Σ_αβ A^α_ab A^β_cd Γ_αβ(ω_dc),

Γ⁻_abcd = Σ_αβ A^β_ab A^α_cd Γ_αβ(ω_ab)*.

The second uses (Λ_α†)_ab = ((Λ_α)_ba)* and the Hermiticity of A_β. The equation becomes

dρ_ab/dt = −iω_ab ρ_ab + λ² Σ_cd R_abcd ρ_cd,

R_abcd = Γ⁺_dbac + Γ⁻_dbac − δ_bd Σ_n Γ⁺_annc − δ_ac Σ_n Γ⁻_dnnb.

This is the Bloch-Redfield tensor. The first two terms contain the transfer into ρ_ab from other elements. If the coupling operators have diagonal elements, they also act on ρ_ab itself, through Σ_αβ A^α_bb A^β_aa [Γ_αβ(0) + Γ_βα(0)*] at c = a, d = b. For a bath in thermal equilibrium this sum is real, because at zero frequency only bath states of equal energy and equal weight are joined, which makes Γ_αβ(0) + Γ_βα(0)* real and symmetric in α and β. For a non-thermal stationary bath with several coupling operators it can be complex for a ≠ b, and its imaginary part then shifts the frequency of the coherence. The last two terms contain the losses and the remaining frequency shifts, and they also couple ρ_ab to ρ_cb and ρ_ad.

Q: With so many indices I want checks. Is probability conserved?

A: Set b = a and sum over a. The feeding terms give Σ_a (Γ⁺_daac + Γ⁻_daac). In the loss terms the deltas select a = d and a = c, which gives −Σ_n (Γ⁺_dnnc + Γ⁻_dnnc). The sum is zero.

For Hermiticity, the definitions give Γ⁻_abcd = (Γ⁺_dcba)*. Complex conjugation then exchanges the two feeding terms and the two loss terms of R_badc, so R_abcd* = R_badc.

Q: Do the populations obey the golden rule?

A: For a ≠ c the deltas vanish in R_aacc. Exchanging the names α and β in the Γ⁻ term gives

R_aacc = Σ_αβ A^α_ca A^β_ac γ_αβ(ω_ca),

γ_αβ(ω) = Γ_αβ(ω) + Γ_βα(ω)*.

Stationarity gives C_βα(t)* = C_αβ(−t), so γ_αβ is the Fourier integral over all times. That is the golden-rule rate from c to a.

For one coupling operator, write C(t) = ∫ dx γ(x)e^{−ixt}/2π and use

∫₀^∞ dt e^{i(ω−x)t} = πδ(ω−x) + i PV 1/(ω−x).

Then

Γ(ω) = γ(ω)/2 + iS(ω), S(ω) = (1/2π) PV ∫ dx γ(x)/(ω−x).

The real part gives rates, and the imaginary part gives shifts. In the full tensor both parts also couple different elements of ρ.

Q: Every step has been formal. Show me a case where the tensor could be caught out.

A: Take three levels at 0, 0.010 and 0.025 hartree, numbered 0, 1, 2, and two coupling operators. A₁ is real symmetric with zero diagonal and A¹_01 = 1, A¹_02 = 0.5, A¹_12 = 0.8. A₂ is Hermitian with diagonal (0.5, 0, −0.5) and A²_01 = 0.4i, A²_10 = −0.4i, A²_02 = 0, A²_12 = 0.6. Everything is in Hartree atomic units, and λ = 1 unless stated.

The bath is one damped oscillator mode with

B_α = u_α b + u_α* b†, u₁ = 3×10⁻⁴, u₂ = 2×10⁻⁴ e^{iπ/3},

frequency Ω = 0.012, amplitude damping κ = 0.004 and mean occupation n = 0.05. Its generator is

L_B Y = −iΩ[b†b, Y] + 2κ(n+1)D[b]Y + 2κnD[b†]Y,

D[J]Y = JYJ† − (J†JY + YJ†J)/2.

Q: That L_B is not a commutator with a Hamiltonian. Is the derivation still valid?

A: Yes. It used that L_B preserves trace and adjoints and that L_B ρ_B = 0. For s ≥ 0, C_αβ(s) is then defined by the trace formula; for negative times we set C_αβ(−s) = C_βα(s)*. The advantage is that system and mode together can be solved numerically without the Born or Markov step, apart from a cutoff at seven oscillator states.

To find the correlations, follow Tr(bY). The commutator contributes −iΩ. By [b, b†] = 1, the two D terms contribute −κ(n+1) and +κn, in total −κ. Hence ⟨b(t)b†⟩ = (n+1)e^{−iΩt−κt} and ⟨b†(t)b⟩ = n e^{iΩt−κt}, and

Γ_αβ(ω) = (n+1)u_α u_β*/[κ − i(ω−Ω)] + n u_α* u_β/[κ − i(ω+Ω)].

For α = β = 1 and ω = 0.010:

first term: 9.45×10⁻⁸/(0.004 + 0.002i) = (1.890 − 0.945i)×10⁻⁵

second term: 4.5×10⁻⁹/(0.004 − 0.022i) = (0.004 + 0.020i)×10⁻⁵

Γ₁₁ = (1.894 − 0.925i)×10⁻⁵ hartree.

Q: Does the order of α and β matter in practice?

A: Here it does. At the same frequency

Γ₁₂ = (0.074 − 1.398i)×10⁻⁵, Γ₂₁ = (1.188 + 0.781i)×10⁻⁵.

So γ₁₂ = Γ₁₂ + Γ₂₁* = (1.262 − 2.178i)×10⁻⁵ and γ₂₁ = γ₁₂*. With γ₁₁ = 3.787×10⁻⁵ and γ₂₂ = 1.683×10⁻⁵, the rate from level 1 to level 0 is

R_0011 = γ₁₁ + (−0.4i)(0.4i)γ₂₂ + 0.4i γ₁₂ − 0.4i γ₂₁

= (3.787 + 0.269 + 1.743)×10⁻⁵ = 5.799×10⁻⁵.

With the indices of γ exchanged, the last contribution changes sign and the rate would be 2.31×10⁻⁵. The second-order kernel, computed directly on the joint space without Γ or R, gives 5.799×10⁻⁵. Over all 81 elements the largest difference between the two calculations is 4×10⁻⁷ of the largest element.

Q: That confirms the algebra at second order. It does not tell me whether second order is good enough.

A: Compare time scales first. The memory time is 1/κ = 250. The total loss rate of level 1 is 6.07×10⁻⁵, a lifetime of about 16,500 or 0.398 ps. For level 2 it is 28,600 or 0.692 ps. These are inverse loss rates, without refilling. Memory is thus short compared with relaxation, but during it the 1–0 coherence turns by 0.010 × 250 = 2.5 rad. This is why the free phases had to stay in the Markov step.

Now compare with the joint solution. For the 1–0 coherence,

R_1010 = (−3.258 + 1.550i)×10⁻⁵.

Alone it would give the eigenvalue −3.258×10⁻⁵ − 0.0099845i: decay, and a frequency lowered by 1.55×10⁻⁵. The full Redfield generator gives the same to these digits. The joint solution gives −3.263×10⁻⁵ − 0.0099843i. The decay times are 0.743 ps from Redfield and 0.741 ps from the joint solution.

Starting in level 2, the populations of levels 0, 1, 2 after 0.484 ps are

joint: 0.226, 0.266, 0.508

Redfield: 0.225, 0.270, 0.505.

The largest population error at the forty sampled times is 0.0040.

Q: A small error at one coupling may be luck. Does it scale as you claimed?

A: The odd bath correlations vanish here, so eigenvalue errors should be of order λ⁴. Population errors should be of order λ² at fixed λ²t, for two reasons: the initial offset is of order λ², and a generator error of order λ⁴ acts for a time of order λ⁻². Halving λ from 0.5 to 0.25 should therefore divide the errors by about 16 and 4. The computed factors are 16.04 and 3.98. Both scalings are tested.

Q: Will the system reach thermal equilibrium?

A: Not with this mode in general. From the formula for Γ, γ₁₁(−ω)/γ₁₁(ω) tends to 1 at large ω, whereas a bath at temperature T would make it fall exponentially. For a truly thermal bath and one coupling operator, use bath eigenstates j, k with energies ε_j, ε_k and weights p_j ∝ e^{−βε_j}, where β = 1/kT:

γ(ω) = 2π Σ_jk p_j |B_jk|² δ(ω + ε_j − ε_k).

For γ(−ω), exchange j and k. The delta function is then the same, and the weight is p_k = e^{−βω}p_j. Hence

γ(−ω) = e^{−βω}γ(ω).

Each pair of upward and downward rates has the Boltzmann ratio, so the population block leaves the Gibbs weights unchanged.

As a second case, couple the same levels through A₁ alone to an Ohmic thermal bath,

γ(ω) = 2J(ω)/(1 − e^{−ω/kT}), J(ω) = ηω exp(−ω²/2ω_c²),

with η = 0.002, ω_c = 0.020 and kT = 0.005 hartree, or 1579 K. At ω = 0.010,

γ/2 = 2×10⁻⁵ × e^{−0.125}/(1 − e^{−2}) = 2.041×10⁻⁵.

Time quadrature of the correlation function gives Γ = (2.041 − 1.174i)×10⁻⁵, and the principal-value integral gives the same imaginary part. Since A¹_01 = 1, the downward rate is 4.082×10⁻⁵. The upward rate is 0.553×10⁻⁵, and their ratio is 0.1353 = e^{−2}.

Q: So the Gibbs state of H_S is stationary under the whole equation?

A: Not in general. Elements R_abcc with a ≠ b can drive coherences from populations. For nondegenerate levels the driving is λ²R and the response is divided by ω_ab, so the stationary coherences are of order λ². The Gibbs state of H_S is the weak-coupling limit.

Q: One last objection. Can the equation produce negative probabilities?

A: It can. Start from a pure state ψ and take φ orthogonal to it. The commutator with H_S and both loss terms contain ⟨φ|ψ⟩ or ⟨ψ|φ⟩ and vanish. For one coupling operator this leaves

d⟨φ|ρ|φ⟩/dt = 2λ² Re(⟨φ|Λ|ψ⟩⟨φ|A|ψ⟩*).

Let l and a be the parts of Λψ and Aψ orthogonal to ψ. The right side is λ²⟨φ|M|φ⟩ with M = la† + al†. If l and a are not parallel, the two eigenvalues of M in their span have the product |a†l|² − |a|²|l|², which is negative by the Cauchy-Schwarz inequality. Some φ therefore gets a negative probability at once.

The cause of this immediate negativity is the extended upper limit. The check that follows covers only times short against the bath memory and does not guarantee positivity later. With the limit t kept, Λ ≈ tC(0)A at short times, and the rate is 2λ²tC(0)|⟨φ|A|ψ⟩|² ≥ 0. In the Ohmic example with the limit extended to ∞, an equal superposition of the three levels acquires a lowest eigenvalue of −4.8×10⁻⁵ at t = 50.

Q: How would you repair that?

A: If all unequal frequencies ω_ab and ω_cd differ by much more than the relaxation rates, the terms joining them average out. Keep R_abcd only for ω_ab = ω_cd. Let A(ω) contain the elements A_ab with ω_ba = ω. Then A = Σ_ω A(ω) = Σ_ω A(ω)† and Λ = Σ_ω Γ(ω)A(ω). The surviving terms are

λ² Σ_ω {−Γ A(ω)†A(ω)ρ + (Γ+Γ*) A(ω)ρA(ω)† − Γ* ρA(ω)†A(ω)}.

With Γ = γ/2 + iS this is

λ² Σ_ω γ(ω) D[A(ω)]ρ − iλ² [Σ_ω S(ω)A(ω)†A(ω), ρ].

The bath sum above shows γ(ω) ≥ 0, so this is a Lindblad generator and its map is completely positive. For the Ohmic example this is tested at two times.

The price is the loss of real couplings when two frequencies lie close together. There the full tensor is the better choice, with small negative eigenvalues read as a sign of its limited accuracy. Neither form should be trusted when the bath memory is as long as the relaxation time. The Markov step is then no longer justified, and the Born step may fail as well.

Computed values

```
Level energies (hartree): [0.    0.01  0.025]
A_1 rows (dimensionless): [[0.0, 1.0, 0.5], [1.0, 0.0, 0.8], [0.5, 0.8, 0.0]]
A_2 rows (dimensionless): [[(0.5+0j), 0.4j, 0j], [(-0-0.4j), 0j, (0.6+0j)], [0j, (0.6+0j), (-0.5+0j)]]
Mode Omega, kappa (hartree): 0.012, 0.004; occupation n: 0.05
|u_1|, |u_2| (hartree): 3.0e-04, 2.0e-04; phase of u_2 (rad): 1.04720
Bath memory time 1/kappa (a.u.): 250.0
G_11(0.010) (hartree): 1.89360e-05 -9.25200e-06i
G_12(0.010) formula (hartree): 7.41725e-07 -1.39751e-05i
G_12(0.010) quadrature (hartree): 7.41727e-07 -1.39751e-05i
G_21(0.010) formula (hartree): 1.18823e-05 +7.80714e-06i
G_22(0.010) (hartree): 8.41600e-06 -4.11200e-06i
Largest relative error of G by quadrature, 7 states: 4.8e-07
Levels are numbered 0, 1, 2; R elements in hartree, lam = 1
R_0011 formula: 5.79909e-05 +0.00000e+00i | joint kernel: 5.79909e-05 -4.40189e-22i
R_1100 formula: 3.68054e-06 +0.00000e+00i | joint kernel: 3.68054e-06 +6.92412e-23i
R_1010 formula: -3.25780e-05 +1.55032e-05i | joint kernel: -3.25780e-05 +1.55032e-05i
R_1001 formula: 2.06061e-05 -3.41440e-07i | joint kernel: 2.06061e-05 -3.41445e-07i
R_0010 formula: -2.44494e-06 +3.94011e-06i | joint kernel: -2.44494e-06 +3.94011e-06i
Largest tensor error / largest element: 4.1e-07
Level 1 total loss rate (a.u.): 6.07403e-05; lifetime (a.u.): 16463.5 = 0.3982 ps
Level 2 total loss rate (a.u.): 3.49510e-05; lifetime (a.u.): 28611.5 = 0.6921 ps
Coherence 1-0 eigenvalue, joint (hartree): -3.26343e-05 -9.98435e-03i
Coherence 1-0 eigenvalue, Redfield (hartree): -3.25772e-05 -9.98451e-03i
Coherence 1-0 decay time, Redfield: 0.7425 ps; joint: 0.7412 ps
lam 1.0: max eigenvalue error (hartree) 1.750e-07; max population error 4.036e-03
lam 0.5: max eigenvalue error (hartree) 1.086e-08; max population error 1.031e-03
lam 0.25: max eigenvalue error (hartree) 6.772e-10; max population error 2.592e-04
Error ratios, lam 0.5 to 0.25: eigenvalues 16.043, populations 3.978
Populations at t = 20000 a.u. = 0.4838 ps, start in level 2
  joint:    [0.22632 0.26608 0.5076 ]
  Redfield: [0.22491 0.27001 0.50508]
Ohmic bath: eta 0.002, cutoff 0.02 hartree, kT 0.005 hartree = 1578.9 K
Thermal G(0.010) by time quadrature (hartree): 2.04125e-05 -1.17415e-05i
gamma(0.010)/2 (hartree): 2.04125e-05; principal value S (hartree): -1.17415e-05
Thermal rates 1->0, 0->1 (a.u.): 4.08249e-05, 5.52505e-06
Rate ratio up/down: 0.135335; exp(-w/kT): 0.135335
Gibbs weights: [0.875601 0.1185   0.0059  ]
Lowest eigenvalue of rho, Redfield, equal superposition: -4.839e-05 at t = 50 a.u.
Lowest Choi eigenvalue at that time: Redfield -6.735e-04, secular 1.413e-07
```
